# The Thermal Factor x/sin x in Fowler–Nordheim Tunnelling and Its Limit

Suppose that a tunnelling current through a gate oxide is measured at 300 K and read with the zero-temperature Fowler–Nordheim formula. The current carried by thermally excited electrons is then charged to the barrier. For a 3.2 eV barrier at 8 MV/cm, with a parabolic oxide mass of \(0.42\,m_0\), the omitted factor is 1.29, and at fixed field and mass the formula absorbs it as a barrier about 17 meV too low. The opposite error is to use the factor at any temperature: it becomes infinite at a finite temperature and negative just above it, while the current does neither.

## Setting and assumptions

Electrons leave a metal at \(z<0\) and enter an oxide at \(z>0\). The charge magnitude is \(q\), the field magnitude \(F\), and \(J\) is the magnitude of the current density. Energies are measured from the emitter Fermi level, so the occupation is \(f(E)=1/(1+e^{E/kT})\). The oxide band edge is \(\phi-qFz\).

1. The emitter band is parabolic, with mass \(m_e\) and its bottom at \(-\mu\). It is deep: \(c\mu\gg1\) and \(c\gamma\mu\gg1\), where \(\gamma=m_e/m_{ox}\) and \(c\) is defined below.
2. The oxide mass \(m_{ox}\) is isotropic, and transverse momentum is conserved.
3. The transmission is \(D=e^{-G}\), with \(G\) the WKB action, unit prefactor and no image force. Above the barrier \(D=1\).
4. The oxide voltage exceeds \(\phi/q\), so that an electron at the Fermi level leaves the barrier inside the oxide. Current from the anode is neglected.
5. \(\phi\), \(F\) and the Fermi level do not change with temperature.

**Theorem.** Define
\[
b=\frac{4\sqrt{2m_{ox}}\,\phi^{3/2}}{3\hbar qF},\qquad
c=\frac{2\sqrt{2m_{ox}\phi}}{\hbar qF},\qquad x=\pi ckT .
\]
If \(G\) is replaced by its first-order expansion about the Fermi level, then for \(0<kT<1/c\)
\[
J_{lin}(T)=J_0\,\frac{x}{\sin x},\qquad
J_0=\frac{q^3F^2}{16\pi^2\hbar\phi}\,e^{-b}.
\]
The linearized integral diverges for \(T\ge T^*\), where
\[
T^*=\frac1{kc}=\frac{\hbar qF}{2k\sqrt{2m_{ox}\phi}} ,
\]
which is the point \(x=\pi\).

## Lemma 1: the supply of electrons

*For any transmission that depends on \(u=E-\hbar^2k_\parallel^2/2m_{ox}\) alone and is negligible for \(u\) near and below the larger of \(-\mu\) and \(-\gamma\mu\),*
\[
J=\frac{qm_{ox}}{2\pi^2\hbar^3}\int_{-\infty}^{\infty}D(u)\,N(u)\,du,\qquad
N(u)=kT\ln\!\left(1+e^{-u/kT}\right).
\]

**Proof.** There are \(2\,d^3k/(2\pi)^3\) states per volume, with velocity \(v_z=\hbar k_z/m_e\):
\[
J=\frac{2q}{(2\pi)^3}\int d^2k_\parallel\int_{k_z>0}dk_z\,\frac{\hbar k_z}{m_e}\,f\,D .
\]
At fixed \(k_\parallel\), \(\hbar k_z\,dk_z/m_e=dE/\hbar\). With the transverse energy \(\varepsilon_t=\hbar^2k_\parallel^2/2m_e\), \(d^2k_\parallel=2\pi k_\parallel dk_\parallel=(2\pi m_e/\hbar^2)\,d\varepsilon_t\). The constants combine to
\[
J=\frac{qm_e}{2\pi^2\hbar^3}\int_{-\mu}^\infty dE\,f(E)\int_0^{E+\mu}d\varepsilon_t\,D(E-\gamma\varepsilon_t),
\]
because \(\hbar^2k_\parallel^2/2m_{ox}=\gamma\varepsilon_t\). At fixed \(E\), \(d\varepsilon_t=-du/\gamma\), so the inner integral is \(\gamma^{-1}\int D\,du\) from \(E-\gamma(E+\mu)\) to \(E\). In a deep band both lower limits may be moved to \(-\infty\). The factor \(m_e/\gamma\) equals \(m_{ox}\), and
\[
J=\frac{qm_{ox}}{2\pi^2\hbar^3}\int_{-\infty}^{\infty}dE\,f(E)\int_{-\infty}^{E}du\,D(u). \tag{1}
\]
The integrand is positive, so the order may be exchanged. For given \(u\), \(E\) runs from \(u\) to infinity, and
\[
\int_u^\infty f\,dE=\Big[-kT\ln(1+e^{-E/kT})\Big]_u^\infty=N(u).\qquad\blacksquare
\]

The emitter mass has dropped out. A heavier mass supplies more transverse states, but each unit of transverse energy then raises the barrier in proportion.

## Lemma 2: the exponent and its expansion

*For \(u<\phi\), \(G(u)=b(1-u/\phi)^{3/2}\), and*
\[
G(u)=b-cu+\frac{c^2u^2}{6b}+\frac{c^3u^3}{54b^2}+\dots
\]

**Proof.** In the oxide the decay constant obeys
\[
\kappa^2=\frac{2m_{ox}}{\hbar^2}(\phi-qFz-E)+k_\parallel^2=\frac{2m_{ox}}{\hbar^2}(\phi-qFz-u).
\]
This is why \(D\) depends on \(u\) alone. The action runs to the exit point \(z_u=(\phi-u)/qF\):
\[
G=2\int_0^{z_u}\kappa\,dz=\frac{2\sqrt{2m_{ox}}}{\hbar}\cdot\frac{2(\phi-u)^{3/2}}{3qF}=b\left(1-\frac u\phi\right)^{3/2}.
\]
With \((1-t)^{3/2}=1-\tfrac32t+\tfrac38t^2+\tfrac1{16}t^3+\dots\), the linear coefficient is \(3b/2\phi\), which equals \(c\). Putting \(\phi=3b/2c\) into the next two gives
\[
\frac{3b}{8\phi^2}=\frac{3b}{8}\cdot\frac{4c^2}{9b^2}=\frac{c^2}{6b},\qquad
\frac{b}{16\phi^3}=\frac b{16}\cdot\frac{8c^3}{27b^3}=\frac{c^3}{54b^2}.\qquad\blacksquare
\]

The energy \(1/c\) is the rise above the Fermi level that multiplies the linearized transmission by \(e\). On this scale the curvature has the small coefficient \(1/6b\), which is why a linear exponent can serve at all.

## Lemma 3: the Fermi integral

*For \(0<a<1\),*
\[
I=\int_{-\infty}^{\infty}\frac{e^{as}}{1+e^s}\,ds=\frac{\pi}{\sin\pi a}.
\]

**Proof.** Integrate counterclockwise around the rectangle with corners \(\pm R\) and \(\pm R+2\pi i\). On the right side the integrand is at most \(e^{aR}/(e^R-1)\), which vanishes as \(R\to\infty\) because \(a<1\). On the left it is at most \(e^{-aR}/(1-e^{-R})\), which vanishes because \(a>0\). On the top side the denominator is unchanged, the numerator gains \(e^{2\pi ia}\), and the direction is reversed. The one pole inside is \(s=i\pi\), where the denominator has derivative \(e^{i\pi}=-1\), so the residue is \(-e^{i\pi a}\). Hence
\[
I\left(1-e^{2\pi ia}\right)=-2\pi i\,e^{i\pi a}.
\]
Division by \(e^{i\pi a}\) gives \(-2i\,I\sin\pi a=-2\pi i\). \(\blacksquare\)

## Proof of the theorem

Put \(D=e^{-b+cu}\) into (1). The inner integral is \(e^{-b}e^{cE}/c\). With \(s=E/kT\) and \(a=ckT\), Lemma 3 gives
\[
\int_{-\infty}^{\infty}\frac{e^{cE}}{1+e^{E/kT}}\,dE=\frac{\pi kT}{\sin(\pi ckT)}=\frac1c\,\frac{x}{\sin x}.
\]
Therefore
\[
J_{lin}=\frac{qm_{ox}e^{-b}}{2\pi^2\hbar^3c^2}\,\frac x{\sin x}.
\]
Since \(c^2=8m_{ox}\phi/(\hbar qF)^2\), the coefficient is
\[
\frac{qm_{ox}}{2\pi^2\hbar^3}\cdot\frac{\hbar^2q^2F^2}{8m_{ox}\phi}=\frac{q^3F^2}{16\pi^2\hbar\phi}.
\]
As \(T\to0\), \(x/\sin x\to1\), so \(J_0\) is the linearized current at zero temperature.

At large \(E\) the integrand behaves as \(e^{(c-1/kT)E}\). It decays if \(kT<1/c\). At \(kT=1/c\) it tends to a constant, and the integral grows in proportion to its upper cutoff. At higher temperature the growth is exponential. \(\blacksquare\)

At \(T^*\) the Boltzmann tail loses electrons with energy at the same rate as the linearized barrier becomes easier to cross. At low temperature \(x/\sin x\approx1+x^2/6\), so the first thermal rise is quadratic in \(T\). Because \(T^*\propto F/\sqrt\phi\), a lower field gives a larger thermal factor at fixed temperature.

## Proposition: the curvature correction

*At fixed \(x<\pi\) and large \(b\),*
\[
\frac{J}{J_{lin}}=1-\frac{M_2(x)}{6b}+O(b^{-2}),\qquad
M_2=(1+x\cot x)^2+1+\frac{x^2}{\sin^2x}.
\]

**Proof.** By Lemma 1 and the theorem,
\[
K(c)\equiv\int e^{cu}N(u)\,du=\frac{\pi kT}{c\sin(\pi ckT)} .
\]
To first order in the quadratic term, \(D=e^{-b+cu}(1-c^2u^2/6b)\). Each factor \(u\) under the integral is a derivative with respect to \(c\), so the relative correction is \(-c^2K''/(6bK)\). From \(\ln K=\ln(\pi kT)-\ln c-\ln\sin(\pi ckT)\),
\[
c(\ln K)'=-(1+x\cot x),\qquad c^2(\ln K)''=1+\frac{x^2}{\sin^2x}.
\]
The identity \(K''/K=(\ln K)''+[(\ln K)']^2\) gives \(M_2\).

For the remainder, let \(v=cu\) and \(h=G-(b-cu)\). \(G\) is convex, so it lies above its tangent and \(h\ge0\), whence \(|e^{-h}-1+h|\le h^2/2\). For \(|u|<\phi/2\), \(h=v^2/6b+O(|v|^3/b^2)\), so the error is at most of order \((|v|^3+v^4)/b^2\), and its average with weight \(e^{cu}N(u)\) is finite for \(x<\pi\). The range \(|u|>\phi/2\), where \(|v|>3b/4\), contributes an amount exponentially small in \(b\). \(\blacksquare\)

At \(x=0\), \(M_2=4+1+1=6\), so the curvature lowers the zero-temperature current by the fraction \(1/b\). The ratio of currents is therefore
\[
\frac{J(T)}{J(0)}\approx\frac{x}{\sin x}\left[1+\frac{6-M_2(x)}{6b}\right]. \tag{2}
\]
For small \(x\), \(x\cot x\approx1-x^2/3\) and \(x^2/\sin^2x\approx1+x^2/3\), so \(M_2\approx6-x^2\) and the bracket is slightly above one.

Near the divergence let \(\delta=\pi-x\). Then \(\sin x\approx\delta\) and \(x\cot x\approx-\pi/\delta\), so \(M_2\approx2\pi^2/\delta^2\). With \(\delta/\pi=1-T/T^*\), the correction to \(J\) becomes
\[
-\frac{1}{3b\,(1-T/T^*)^2}.
\]
Its size reaches one at
\[
T_c=T^*\left(1-\frac1{\sqrt{3b}}\right).
\]
This estimates where the expansion has failed; it is not a sharp boundary. It uses the leading form of \(M_2\): for \(b=31.7\), the value in the example below, the whole \(M_2/6b\) is still only 0.71 at \(T_c\).

## At and above \(T^*\)

The model current stays finite. At large \(u\), \(D=1\) and \(N\approx kTe^{-u/kT}\), which is integrable at any temperature; at large negative \(u\), \(D\) decays faster than \(e^{cu}\).

At \(T=T^*\) the linear terms cancel for \(u>0\) and the curvature limits the integral:
\[
\int DN\,du\approx\frac{e^{-b}}{c}\int_0^\infty e^{-c^2u^2/6b}\,du=\frac{e^{-b}}{c^2}\sqrt{\frac{3\pi b}{2}} .
\]
The linearized zero-temperature value is \(e^{-b}/c^2\), so the thermal factor at \(T^*\) is about \(\sqrt{3\pi b/2}\) for large \(b\).

Above \(T^*\), where \(N\approx kTe^{-u/kT}\), the integrand peaks where \(-dG/du=1/kT\). Since \(-dG/du=c\sqrt{1-u/\phi}\), the peak lies at
\[
u_p=\phi\left[1-\left(\frac{T^*}{T}\right)^2\right].
\]
It is a maximum because \(G\) is convex. Let \(r=T^*/T\). Then \(G(u_p)=br^3\), and \(\phi/kT=\phi cr=\tfrac32br\). The exponent of the current is
\[
-\left[br^3+\tfrac32br(1-r^2)\right]=-\frac{\phi}{kT}\left(1-\frac{r^2}{3}\right).
\]
This is thermally assisted tunnelling: electrons excited to energies around \(u_p\) tunnel through the rest of the barrier. The estimate requires \(u_p\gg kT\), so that the Boltzmann form of \(N\) holds at the peak, and therefore fails just above \(T^*\). It also requires \(br^3\gg1\); otherwise the peak is too near the top for this WKB form. An expansion about the Fermi level fails here because the current is carried elsewhere.

## Worked example: aluminium gate on silicon dioxide

Take the rough typical values \(\phi=3.2\) eV, \(m_{ox}=0.42\,m_0\) and \(F=8\) MV/cm, or 0.8 V/nm, across 8 nm of oxide. The emitter has the free-electron mass and a Fermi energy of 12 eV. The oxide voltage is 6.4 V and the exit point is \(3.2/0.8=4.0\) nm, inside the oxide.

With \(\hbar^2/2m_0=0.0381\) eV nm²,
\[
\frac{\sqrt{2m_{ox}\phi}}{\hbar}=\sqrt{\frac{0.42\times3.2}{0.0381}}=5.94\ \text{nm}^{-1}.
\]
Hence \(c=2(5.94)/0.8=14.85\) eV\(^{-1}\) and \(b=\tfrac23c\phi=31.7\). The energy scale is \(1/c=67.4\) meV, so \(T^*=782\) K. The band is deep, since \(c\mu=178\).

At 300 K, \(kT=25.9\) meV and \(x=\pi(300/781.5)=1.206\), so \(x/\sin x=1.291\). The current rises from \(J_0=5.40\times10^{-7}\) to \(6.97\times10^{-7}\) A/cm².

The last column below is \(J(T)/J(0)\) with the full exponent, from Gauss–Legendre quadrature of Lemma 1 at each temperature and at zero.

| T (K) | x/sin x | full exponent |
|---:|---:|---:|
| 200 | 1.116 | 1.120 |
| 300 | 1.291 | 1.299 |
| 400 | 1.609 | 1.621 |
| 500 | 2.221 | 2.222 |
| 600 | 3.618 | 3.461 |
| 700 | 8.741 | 6.507 |

At 300 K, \(M_2=4.80\), and (2) raises the factor by \(1.20/(6\times31.7)=0.6\%\), to 1.299. The linear result is thus slightly low at first and too high later, as the two limits of \(M_2\) require. Root finding on the two factors puts the linear one 10% above the full one at 640 K. At \(T_c=701\) K it is 35% above. At \(T^*\) the full factor is 13.2, against the leading estimate \(\sqrt{3\pi b/2}=12.2\). For these parameters the expansion therefore degrades between about 640 and 700 K, before its divergence at 782 K.

## The model beside a real oxide

The field is below a rough breakdown field of 10 MV/cm, at which \(T^*\) would be 977 K. At the tabulated temperatures up to 400 K the linear factor agrees with the full exponent to about 1%. The hotter rows test the expansion only; whether an aluminium gate and its oxide remain unchanged there is a separate question. Several neglected effects matter more than this 1%, some for the absolute current and some for the thermal ratio itself.

An image potential \(-q^2/(16\pi\varepsilon_0\varepsilon z)\), with a rough optical permittivity \(\varepsilon=2.1\), lowers the exponent to 29.1 when the action is integrated numerically. That multiplies \(e^{-b}\) by 13. The slope at the Fermi level changes little: \(T^*\) becomes 771 K and the linear factor \(x/\sin x\) at 300 K becomes 1.301. Matching the emitter wave at normal incidence to the outgoing Airy-function solution gives a transmission 1.95 times \(e^{-b}\), but a logarithmic slope of \(0.997c\). Both effects change the absolute current far more than the thermal ratio.

The parabolic oxide mass does affect the ratio, because the Fermi level lies about a third of the way across the oxide gap. Take the two-band form \(\kappa^2=k_\parallel^2+(2m/\hbar^2)\,s(1-s/E_g)\), with \(s=\phi-qFz-E\) and a rough gap \(E_g=9\) eV. Choose \(m=0.536\,m_0\), so that \(b\) is unchanged. The slope \(c=2\kappa(0)/qF\), taken at \(E=0\) and \(k_\parallel=0\), is then smaller: \(T^*\) rises to 862 K and \(x/\sin x\) at 300 K falls to 1.23, which corresponds to about 14 meV of barrier instead of 17. The form \(x/\sin x\) survives, but \(c\) is no longer fixed by \(b\) through \(c=3b/2\phi\).

A silicon emitter breaks the deep-band assumption. Keeping the limits of the double integral in Lemma 1, with the linear exponent, replaces \(e^{cE}\) by \(e^{cE}[1-e^{-c\gamma(E+\mu)}]\) for \(E>-\mu\). For a fixed Fermi energy of 0.2 eV and \(\gamma=0.5\), quadrature gives a 300 K factor of 1.44 instead of 1.29. The missing part is weighted towards low energies, where the occupation hardly changes, so it takes a larger fraction from \(J(0)\) than from \(J(300\ \text{K})\). This estimate keeps the unit prefactor, which is poor in a shallow band. Multiplying \(D\) by the matching factor \(4v_ev_{ox}/(v_e^2+v_{ox}^2)\), with \(v_e=\hbar k_z/m_e\) and \(v_{ox}=\hbar\kappa(0)/m_{ox}\), raises the thermal factor from 1.44 to 1.62. Both estimates use one isotropic emitter mass of \(0.21\,m_0\). With a transverse mass of \(0.19\,m_0\) and a mass of \(0.92\,m_0\) along \(z\), the 1.62 becomes 1.66. With the isotropic mass it becomes 2.39 at a Fermi energy of 0.1 eV and 1.45 at 0.3 eV. Quantized levels in a real accumulation layer are outside both estimates.

Drift in the barrier or field can hide the effect. From \(J_0\),
\[
\frac{\partial\ln J_0}{\partial\phi}=-\left(c+\frac1\phi\right),\qquad
\frac{\partial\ln J_0}{\partial\ln F}=2+b .
\]
Solving the full expression for \(J_0\), a barrier drop of 16.9 meV at fixed field, or a field rise of 0.76% at fixed barrier, mimics the whole factor of 1.29. A measured temperature dependence therefore tests \(x/\sin x\) only if \(\phi(T)\) and the oxide field are known more closely than this.

The 16.9 meV applies to a single current reading at known field. If the barrier is taken from the slope of \(\ln(J/F^2)\) against \(1/F\), the thermal factor changes that slope from \(-bF\) to \(-F[b-(1-x\cot x)]\). At 300 K this is a reduction of 1.7% in size. Since \(\phi\) varies as the slope to the power \(2/3\), the barrier then comes out about 36 meV too low. Trap-assisted and phonon-assisted currents, which the model omits, have not been sized here.

Numerical values quoted here were computed with a short program.
